# Charge and Capacitance of the Diffuse Layer at a Planar Electrode

A flat metal electrode touches a salt solution filling the half-space $x>0$. No current crosses the interface, so charge placed on the metal stays there and attracts ions of the opposite sign. How much charge does the electrode hold at a given potential, and how much more does it take up when the potential changes slightly?

The salt is symmetric: its ions carry charges $+ze$ and $-ze$, with $e>0$, and far from the electrode each has number density $n_0$. The solvent has uniform permittivity $\varepsilon=\varepsilon_r\varepsilon_0$. The potential $\psi(x)$ is measured from the bulk solution, and $\psi_0=\psi(0)$. The plane $x=0$ is where mobile ions begin; part (f) treats the thin ion-free layer between it and the metal. The electrode charge per area is $\sigma$. Specific adsorption, meaning ions held at the surface by chemical forces, is excluded.

## (a) The equation for the potential

**Treat the ions as points in the mean potential and derive the differential equation for $\psi$. Identify its natural length.**

In equilibrium the electrochemical potential of each ion is uniform. For dilute point ions,

$$
kT\ln n_\pm \pm ze\psi = kT\ln n_0 ,
$$

where the right side is the bulk value, at $\psi=0$. Hence

$$
n_\pm=n_0e^{\mp y},\qquad y=\frac{ze\psi}{kT}.
$$

The charge density is

$$
\rho=ze(n_+-n_-)=zen_0(e^{-y}-e^{y})=-2zen_0\sinh y .
$$

A positive potential gives negative charge in the solution, as it should. Poisson's equation, $\varepsilon\psi''=-\rho$, becomes

$$
\psi''=\frac{2zen_0}{\varepsilon}\sinh\frac{ze\psi}{kT}.
$$

This is the planar Poisson-Boltzmann equation. Multiplying by $ze/kT$ gives

$$
y''=\frac{1}{\lambda^2}\sinh y,\qquad
\lambda=\sqrt{\frac{\varepsilon kT}{2z^2e^2n_0}} .
$$

The length $\lambda$ is the Debye length. The mean-field assumption lies in using the average potential $\psi$ in the Boltzmann factor: each ion responds to the average charge of the others, not to their momentary positions.

## (b) The first integral

**Reduce the equation to first order and interpret the result.**

Multiply by $y'$. Both sides are then derivatives:

$$
\frac{d}{dx}\left(\frac{y'^2}{2}\right)=\frac{1}{\lambda^2}\frac{d}{dx}\cosh y .
$$

In the bulk $y=0$ and $y'=0$. Integrating from there to $x$ gives

$$
\frac{y'^2}{2}=\frac{\cosh y-1}{\lambda^2}.
$$

To read this physically, insert $\psi'=(kT/ze)y'$ and the definition of $\lambda$:

$$
\frac{\varepsilon\psi'^2}{2}
=\varepsilon\frac{(kT)^2}{z^2e^2}\,\frac{2z^2e^2n_0}{\varepsilon kT}(\cosh y-1)
=2n_0kT(\cosh y-1).
$$

Since $n_++n_-=2n_0\cosh y$, the right side is $kT(n_++n_--2n_0)$, the excess osmotic pressure of the ions. The electric stress pulling the ions toward the electrode balances the pressure pushing them away.

Now use $\cosh y-1=2\sinh^2(y/2)$:

$$
y'^2=\frac{4}{\lambda^2}\sinh^2\frac y2 .
$$

The sign of the root needs an argument. If $y$ vanished at some finite $x$, then $y'$ would vanish there too, and the second-order equation would give $y=0$ everywhere. A nonzero solution therefore keeps its sign, and $y'$ never vanishes. Since $y$ must approach zero in the bulk, its magnitude falls with distance:

$$
y'=-\frac{2}{\lambda}\sinh\frac y2 .
$$

This holds for either sign of $y$.

## (c) The potential profile

**Find $\psi(x)$, and examine it for a small surface potential and at large distance.**

Take $y>0$ and separate variables:

$$
\frac{dy}{2\sinh(y/2)}=-\frac{dx}{\lambda}.
$$

The left side is the differential of $\ln\tanh(y/4)$, because

$$
\frac{d}{dy}\ln\tanh\frac y4
=\frac{1}{4\sinh(y/4)\cosh(y/4)}
=\frac{1}{2\sinh(y/2)} .
$$

Integration from the surface, where $y=y_0=ze\psi_0/kT$, gives

$$
\tanh\frac{ze\psi}{4kT}=\tanh\frac{ze\psi_0}{4kT}\;e^{-x/\lambda}.
$$

Changing the sign of $y$ leaves the differential equation unchanged, so the result also holds for negative potentials.

If $|y_0|\ll1$, both hyperbolic tangents can be replaced by their arguments, and $\psi=\psi_0e^{-x/\lambda}$. For any $\psi_0$ the left side becomes small far away, so

$$
\psi\simeq\psi_{\rm far}\,e^{-x/\lambda},\qquad
\psi_{\rm far}=\frac{4kT}{ze}\tanh\frac{ze\psi_0}{4kT}.
$$

Seen from afar, the surface seems to have the potential $\psi_{\rm far}$. Its magnitude stays below $4kT/ze$ however large $|\psi_0|$ is, because the tangent stays below one. The ions near a strongly charged wall hide the rest.

## (d) The charge on the electrode

**Relate $\sigma$ to $\psi_0$.**

The interface as a whole is neutral, so $\sigma$ is minus the charge in the solution:

$$
\sigma=-\int_0^\infty\rho\,dx
=\varepsilon\int_0^\infty\psi''\,dx
=-\varepsilon\psi'(0),
$$

since $\psi'$ vanishes in the bulk. Part (b) supplies the slope:

$$
\sigma=-\varepsilon\frac{kT}{ze}y'(0)
=\frac{2\varepsilon kT}{ze\lambda}\sinh\frac{y_0}{2}.
$$

The square of the prefactor is

$$
\frac{4\varepsilon^2(kT)^2}{z^2e^2}\,\frac{2z^2e^2n_0}{\varepsilon kT}=8\varepsilon kTn_0 .
$$

Therefore

$$
\sigma=\sqrt{8\varepsilon kTn_0}\;\sinh\frac{ze\psi_0}{2kT},
$$

which is the Grahame relation. The charge has the sign of $\psi_0$.

For $|y_0|\ll1$ it reduces to $\sigma=\varepsilon\psi_0/\lambda$, the charge of a parallel-plate capacitor with spacing $\lambda$. For $|y_0|\gg1$ the magnitude grows as $\sqrt{2\varepsilon kTn_0}\,e^{|y_0|/2}$. This growth cannot continue in a real solution, because point ions can be packed without limit and real ions cannot.

## (e) The capacitance and its value in water

**Find the differential capacitance $C=d\sigma/d\psi_0$, also as a function of charge. Then find the number $A$ in $C_0=A\sqrt c$ for a 1:1 salt in water at 25 °C. Here $C_0$ is the capacitance at zero charge and $c$ is the numerical value of the concentration in mol/L.**

Differentiate the first form of the charge in part (d). The derivative of $\sinh(y_0/2)$ with respect to $\psi_0$ is $(ze/2kT)\cosh(y_0/2)$, so

$$
C=\frac{2\varepsilon kT}{ze\lambda}\,\frac{ze}{2kT}\cosh\frac{y_0}{2}
=\frac{\varepsilon}{\lambda}\cosh\frac{ze\psi_0}{2kT}.
$$

This is the Gouy-Chapman capacitance. At zero charge $\psi_0=0$, and

$$
C_0=\frac{\varepsilon}{\lambda}=\sqrt{\frac{2z^2e^2\varepsilon n_0}{kT}} .
$$

To express $C$ through the charge, write $\cosh^2(y_0/2)=1+\sinh^2(y_0/2)$ and take the sinh from the Grahame relation:

$$
C^2=C_0^2+C_0^2\frac{\sigma^2}{8\varepsilon kTn_0}
=C_0^2+\left(\frac{ze\sigma}{2kT}\right)^2 .
$$

The capacitance is smallest at zero charge. At high charge it approaches $ze|\sigma|/2kT$, which no longer contains the salt concentration.

For the number, $c$ mol/L means $n_0=1000N_{\rm A}c$ in m$^{-3}$, with $N_{\rm A}$ in mol$^{-1}$. With $\varepsilon_r=78.4$ and $T=298.15$ K, the Debye length at $c=1$ is 0.3040 nm. Thus

$$
C_0=\frac{78.4\times8.854\times10^{-12}\ \text{F/m}}{0.3040\times10^{-9}\ \text{m}}\sqrt c
=2.28\sqrt c\ \text{F/m}^2 .
$$

Since 1 F/m$^2$ is 100 µF/cm$^2$,

$$
C_0\approx228\sqrt c\ \ \mu\text{F/cm}^2 .
$$

For a $z{:}z$ salt the factor is multiplied by $z$. The number also belongs to this temperature: $C_0\propto\sqrt{\varepsilon_r/T}$ at fixed $n_0$. If the permittivity of water falls by roughly 0.46 % per kelvin, warming by 10 K lowers $C_0$ by about 4 %.

The value 228 µF/cm$^2$ is a prefactor, not a prediction for a 1 mol/L solution. There the Debye length is shorter than a hydrated ion, whose diameter is roughly 0.7 nm, and a continuous cloud of point ions is no longer a sound picture.

## (f) The compact layer

**Ions cannot bring their centres up to the metal surface. Let the ion-free layer between the metal and $x=0$ have constant capacitance $C_H$ per area. Find the total capacitance.**

The layer contains no charge, so the electric displacement equals $\sigma$ throughout it and is passed on unchanged to the solution, while the field itself depends on the local permittivity. The layer carries a voltage $\sigma/C_H$. Measured from its value at zero charge, the electrode potential is

$$
U=\psi_0+\frac{\sigma}{C_H}.
$$

Differentiate with respect to $\sigma$:

$$
\frac{1}{C_{\rm total}}=\frac{dU}{d\sigma}=\frac1C+\frac1{C_H}.
$$

The smaller capacitance dominates. In a very dilute solution near zero charge this is the diffuse layer, and $C_{\rm total}\approx C_0$. At high concentration or high charge it is the compact layer, and $C_{\rm total}\approx C_H$.

Take $C_H=20$ µF/cm$^2$, a rough value for mercury in water. At 1 mol/L and zero charge, the 228 µF/cm$^2$ of the diffuse layer in series with 20 gives 18.4 µF/cm$^2$. Within this model the total is insensitive to the 228: halving it lowers the total to 17.0 µF/cm$^2$, and doubling it raises the total to 19.2.

## (g) A worked case

**A mercury electrode stands in 0.01 mol/L aqueous sodium fluoride at 25 °C, charged negatively so that $\psi_0=-0.100$ V. Find the charge, the capacitance and the structure of the layer.**

The thermal voltage $kT/e$ is 25.69 mV, so $y_0=-100/25.69=-3.89$. This is far outside the linear regime. The Debye length is $0.3040/\sqrt{0.01}=3.04$ nm.

The Grahame prefactor is 11.73 µC/cm$^2$ at 1 mol/L, hence 1.173 µC/cm$^2$ here:

$$
\sigma=1.173\,\sinh(-1.946)=1.173\times(-3.43)=-4.02\ \mu\text{C/cm}^2 .
$$

Linear theory gives $C_0\psi_0=22.83\times(-0.100)=-2.28$ µC/cm$^2$, smaller in magnitude by a factor of 1.76. The capacitance is

$$
C=22.834\,\cosh(1.9461)=22.834\times3.572=81.6\ \mu\text{F/cm}^2 .
$$

At the wall the sodium concentration is $0.01\,e^{3.89}=0.49$ mol/L, while fluoride is reduced to about 0.0002 mol/L. The field on the solution side of $x=0$, called the wall field below, is $|\sigma|/\varepsilon=0.58$ MV/cm. The field inside the compact layer is much larger: 0.2 V across 0.35 nm would be nearly 6 MV/cm.

The potential is $-62.1$ mV at 1 nm, $-29.5$ mV at 3 nm and $-2.87$ mV at 10 nm. The apparent surface potential is $-77.1$ mV, against a limiting magnitude of 102.8 mV. The far form gives $-77.1\,e^{-10/3.04}=-2.87$ mV at 10 nm, so it is already accurate there.

These results can be checked without the first integral. The second-order equation was solved numerically between $x=0$ and 80 nm, with $\psi=0$ at the far end, and the ion charge was integrated. This gives $-4.0235$ µC/cm$^2$, equal to the Grahame value to all printed digits. For $z=2$, 0.003 mol/L and $\psi_0=0.060$ V, the two charges agree within 5 parts in $10^5$.

Numerical charges at potentials 1 mV above and below $\psi_0$ give a capacitance of 81.57 µF/cm$^2$, against 81.56 from the formula. The finite step explains a difference of this size. With $h=e(1\text{ mV})/2kT=0.0195$, the identity $\sinh(a+h)-\sinh(a-h)=2\cosh a\,\sinh h$ shows that the difference quotient is too large by the factor $\sinh h/h\approx1+h^2/6$, or 6 parts in $10^5$. That is 0.005 µF/cm$^2$, which appears as 0.01 after rounding.

Now add the compact layer. Its voltage is $-4.02/20=-0.201$ V, so the electrode stands at $-0.301$ V from zero charge, and two thirds of this lies across the compact layer. The total capacitance is

$$
C_{\rm total}=\left(\frac1{20}+\frac1{81.56}\right)^{-1}=16.1\ \mu\text{F/cm}^2,
$$

compared with 10.7 µF/cm$^2$ at zero charge.

## (h) How far can the diffuse-layer result be trusted?

**Estimate the effects of ion size, dielectric saturation, ion correlations and image charges for the case in (g), each separately and at fixed $\psi_0$.**

*Ion size.* In the Bikerman model, ions of diameter $a$ compete for sites of volume $a^3$, and

$$
n_\pm=\frac{n_0e^{\mp y}}{1+\nu(\cosh y-1)},\qquad \nu=2a^3n_0 .
$$

Multiplying Poisson's equation by $\psi'$ and integrating from the bulk gives $\varepsilon\psi'^2/2=-\int_0^\psi\rho\,d\psi$. With these densities, and $\sigma=-\varepsilon\psi'(0)$,

$$
\sigma^2=4\varepsilon n_0kT\int_0^{y_0}\frac{\sinh y\,dy}{1+\nu(\cosh y-1)}
=\frac{4\varepsilon n_0kT}{\nu}\ln\left[1+\nu(\cosh y_0-1)\right].
$$

As $\nu\to0$ the logarithm becomes $\nu(\cosh y_0-1)$ and the Grahame relation returns. For $a=0.7$ nm the charge magnitude falls by 2.3 % and $C$ by 6.7 %. The capacitance suffers more because the fractional loss of charge grows with $|\psi_0|$, as the formula shows, so the slope of the charge curve is reduced by more than the charge itself. These figures belong to the lattice model, which is mild: at low density it excludes a volume $a^3$ per ion, whereas hard spheres of diameter $a$ exclude $4\pi a^3/3$. With the Carnahan-Starling hard-sphere equation of state applied locally and the same $a$, the charge magnitude falls by 8 % and $C$ by 21 %, which lowers the total capacitance from 16.1 to 15.3 µF/cm$^2$.

*Dielectric saturation.* A strong field aligns the water dipoles, which then respond less to a further increase. A Langevin law describes this:

$$
D=\varepsilon_0\left[\varepsilon_{\rm op}E+(\varepsilon_r-\varepsilon_{\rm op})\frac3\beta\left(\coth\beta E-\frac1{\beta E}\right)\right].
$$

Here $\varepsilon_{\rm op}=1.78$ and $1/\beta=0.71$ MV/cm are rough inputs. Since $D'=\rho$ and $E=-\psi'$, we have $E\,D'=-\rho\psi'=2zen_0\sinh y\,\psi'$, which is the derivative of $2n_0kT\cosh y$. The stress balance becomes

$$
\int_0^{E_0}E\,dD=2n_0kT(\cosh y_0-1),
$$

with $E_0$ the magnitude of the wall field. Its solution gives $D/\varepsilon_0E=75.0$ at the wall instead of 78.4, and a charge smaller by 1.1 %; the capacitance $C$ falls by about 3 %. This estimate covers the diffuse layer only, not the stronger field in the compact layer.

*Correlations.* Two elementary charges in water interact with energy $kT$ at the Bjerrum length $l_B=e^2/4\pi\varepsilon kT=0.715$ nm. If all the countercharge lay at the wall, a typical spacing $r$ of the counterions would follow from $\pi r^2|\sigma|=ze$, and neighbours would interact with energy $kT\,z^2l_B/r$. The coupling parameter $2\pi z^3l_B^2|\sigma|/e=2(z^2l_B/r)^2$ is twice the square of this energy in units of $kT$, and mean-field theory requires it to be small. Here it is 0.8, so this estimate does not show that correlations are negligible. In the bulk, the ionic atmosphere changes the chemical potential of an ion by $-kT\,l_B/2\lambda=-0.12\,kT$ in Debye-Hückel theory, a modest correction.

*Image charges.* A monovalent ion at distance $d$ from a perfect conductor is attracted with energy $e^2/16\pi\varepsilon d=kT\,l_B/4d$. At $d=0.35$ nm this is $0.5\,kT$, if screening is ignored and the permittivity of bulk water is used right up to the metal. That assumption does not fit the compact layer of part (f): $C_H=20$ µF/cm$^2$ over 0.35 nm means a mean relative permittivity near 8. A low-permittivity layer on the metal can reverse the sign. For a layer 0.2 nm thick with relative permittivity 4.7, which gives the same $C_H$, a point ion at 0.35 nm is repelled with about $0.7\,kT$. The image energy is therefore not small, its sign depends on the structure of the compact layer, and the mean-field equation omits it.

The compact layer outweighs the two corrections that were carried through to the capacitance or charge. Leaving it out would give 82 instead of 16 µF/cm$^2$ at the same $\psi_0$, a factor of five; at zero charge it would give 23 instead of 11.

Mercury in sodium fluoride suits the model because a liquid metal is smooth and, on the negative side, can be charged over a useful range with little reaction. The constant $C_H$ is a rough input: the compact-layer capacitance of a real electrode changes with charge. If $C_H$ were 30 instead of 20 µF/cm$^2$, the total in (g) would rise from 16 to 22 µF/cm$^2$. On solid electrodes, roughness and specific adsorption can add errors that are not estimated here.

The main computed values are collected in the numerical output below.

## Computed results

```
temperature: 298.15 K
relative permittivity of water (input): 78.4
thermal voltage kT/e: 25.69 mV
Debye length at 1 mol/L: 0.3040 nm
C0 at 1 mol/L, formula: 228.34 uF/cm2
C0/sqrt(c), numerical solution: 228.35 uF/cm2
Grahame prefactor at 1 mol/L: 11.73 uC/cm2
example concentration: 0.010 mol/L
example psi0: -0.100 V
reduced potential e psi0/kT: -3.892
Debye length: 3.040 nm
charge, Grahame: -4.0235 uC/cm2
charge, numerical solution: -4.0235 uC/cm2
charge, linear theory C0 psi0: -2.283 uC/cm2
C0: 22.83 uF/cm2
C at psi0, formula: 81.56 uF/cm2
C at psi0, numerical solution: 81.57 uF/cm2
C0 ratio on fourfold concentration, numerical: 2.0000
wall field magnitude: 0.580 MV/cm
cation concentration at wall: 0.490 mol/L
anion concentration at wall: 0.000204 mol/L
psi at 1 nm, formula: -62.060 mV
psi at 1 nm, numerical: -62.060 mV
psi at 3 nm, formula: -29.519 mV
psi at 3 nm, numerical: -29.519 mV
psi at 10 nm, formula: -2.874 mV
psi at 10 nm, numerical: -2.874 mV
apparent far-field surface potential: -77.08 mV
limit 4kT/e of its magnitude: 102.77 mV
compact-layer capacitance (rough input): 20.0 uF/cm2
compact-layer voltage drop: -0.201 V
total electrode potential from zero charge: -0.301 V
total capacitance at zero charge: 10.66 uF/cm2
total capacitance at psi0: 16.06 uF/cm2
total at zero charge, 1 mol/L: 18.39 uF/cm2
ion diameter (rough input): 0.70 nm
finite ion size: charge change: -2.31 %
finite ion size: C change: -6.70 %
optical permittivity (rough input): 1.78
saturation field 1/beta (rough input): 0.71 MV/cm
saturated relative permittivity D/(eps0 E) at wall: 75.0
saturation: charge change: -1.08 %
Bjerrum length: 0.715 nm
correlation coupling parameter: 0.806
bulk correlation ratio lB/(2 lambda): 0.118
image distance (rough input): 0.35 nm
unscreened image attraction: 0.51 kT
permittivity slope (rough input): -0.46 %/K
C0 change on warming by 10 K: -3.9 %
```
